# Zero-Temperature Fano Factors of a Single Channel

## The problem

A small contact joins two metallic reservoirs. It carries electrons in one spin-resolved channel, and an electron that reaches it is transmitted with probability $T$ or reflected with probability $R=1-T$. The reservoirs are at zero temperature and a steady voltage $V>0$ is applied. Interactions are neglected, and $T$ does not depend on energy within the bias window.

Let $I$ be the mean current and $S$ the one-sided spectral density of the current noise at zero frequency. The Fano factor is

$$F=\frac{S}{2eI},$$

where $e>0$ is the elementary charge and the current is counted as positive when electrons move from left to right.

1. Find $F$ for $T=0.1$ and for $T=0.9$.
2. For $V=1$ mV, find $I$ and $S$ of both contacts. Which contact has the larger noise?
3. Where does the noise come from, if the reservoirs have no thermal fluctuations?

SI units are used for currents and noise, since these are the natural units of the measured quantities.

## A first estimate by scaling

The bias opens an energy window of width $eV$. Up to a numerical factor, the only rate that can be formed from this energy and Planck's constant is $eV/h$, so we take it as the rate at which electrons attempt to cross. A fraction $T$ succeeds, which suggests

$$I\sim e\,T\,\frac{eV}{h}.$$

For small $T$, successes are rare and nearly independent. The number $N$ transferred in a long time then has Poisson statistics, with variance equal to its mean. This corresponds to $S=2eI$, as shown below, and hence to $F\approx1$.

For $T$ near one, the rare events are the reflections. If the incident stream is regular, a perfect contact passes on a regular stream, and each reflection leaves a gap in it. The gaps are nearly independent and occur at the rate $R\,eV/h$. They set the variance, while the current is still set by $T$.

Both cases are covered by taking the rarer outcome as a Poisson process:

$$S_{\rm est}=2e\,\frac{e^2V}{h}\min(T,R),\qquad F_{\rm est}=\frac{\min(T,R)}{T}.$$

This gives $F_{\rm est}=1$ for $T=0.1$, and $F_{\rm est}=0.1/0.9\approx0.11$ for $T=0.9$. Two things were assumed: that the attempts come regularly at the rate $eV/h$, and that the number of rarer events has Poisson statistics. The exact solution must justify the first and correct the second.

## Exact solution

### Noise and counting

Let $\delta I(t)$ be the deviation of the current operator from its mean, and define the symmetrized correlator

$$C(\tau)=\tfrac12\langle\delta I(\tau)\delta I(0)+\delta I(0)\delta I(\tau)\rangle .$$

The one-sided convention means $S=2\int_{-\infty}^{\infty}C(\tau)\,d\tau$. The charge transferred in a time $t$ is $Q=\int_0^t I(t')\,dt'$. In a steady state $C$ depends on the time difference alone. A difference $\tau$ occurs over a length $t-|\tau|$ of the integration square, so

$$\operatorname{Var}Q=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau .$$

On differentiation, the moving limits contribute nothing because $t-|\tau|$ vanishes there. What remains is

$$\frac{d}{dt}\operatorname{Var}Q=\int_{-t}^{t}C(\tau)\,d\tau\;\longrightarrow\;\frac S2
\qquad(t\to\infty).$$

With $Q=eN$ and $I=e\,d\langle N\rangle/dt$,

$$F=\frac{2e^2\,d\operatorname{Var}N/dt}{2e^2\,d\langle N\rangle/dt}
=\frac{d\operatorname{Var}N/dt}{d\langle N\rangle/dt}.$$

A Poisson process has $\operatorname{Var}N=\langle N\rangle$, hence $F=1$ and $S=2eI$, as used in the estimate.

### The current operator

Let $a_L(E)$ and $a_R(E)$ annihilate electrons moving towards the contact from the left and right, and let $b_L(E)$ and $b_R(E)$ annihilate those moving away from it. The incoming operators obey $\{a_\alpha(E),a_\beta^\dagger(E')\}=\delta_{\alpha\beta}\delta(E-E')$.

A filled interval $dk$ of wavenumbers holds $dk/2\pi$ electrons per unit length. At speed $v=\hbar^{-1}dE/dk$ it carries the particle flux $v\,dk/2\pi=dE/h$. The speed has cancelled, which justifies the attempt rate $eV/h$. The current in the left lead is incoming minus outgoing flux:

$$I(t)=\frac eh\iint dE\,dE'\,e^{i(E-E')t/\hbar}
\left[a_L^\dagger(E)a_L(E')-b_L^\dagger(E)b_L(E')\right].$$

The change of speed between $E$ and $E'$ is neglected here. This does not affect the mean current or the zero-frequency noise, which need only $E'=E$.

The contact acts through a unitary scattering matrix, $b_\alpha=\sum_\beta s_{\alpha\beta}a_\beta$, with

$$s=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},\qquad |t|^2=T .$$

The first column has unit norm, so $|r|^2=1-T$. The first row has unit norm too, so $|t'|^2=1-|r|^2=T$. Inserting $b_L=r\,a_L+t'a_R$ turns the bracket into $\sum_{\alpha\beta}a_\alpha^\dagger A_{\alpha\beta}a_\beta$. At equal energies the coefficients are

$$A_{LL}=1-|r|^2=T,\qquad A_{RR}=-|t'|^2=-T,$$
$$A_{LR}=-r^*t',\qquad A_{RL}=-t'^*r,$$
$$|A_{LR}|^2=|A_{RL}|^2=|r|^2|t'|^2=T(1-T).$$

The off-diagonal elements exist because an outgoing electron on the left is a superposition of one reflected from the left and one transmitted from the right.

### Mean current

The reservoirs fix the incoming occupations, $\langle a_\alpha^\dagger(E)a_\beta(E')\rangle=\delta_{\alpha\beta}\delta(E-E')f_\alpha(E)$. Only the diagonal elements enter the mean:

$$I=\frac eh\int dE\,\left[A_{LL}f_L+A_{RR}f_R\right]
=\frac eh\int dE\,T\,(f_L-f_R).$$

At zero temperature $f_\alpha$ is one below the chemical potential $\mu_\alpha$ and zero above it, with $\mu_L-\mu_R=eV$. The difference $f_L-f_R$ equals one in the window and zero elsewhere, so

$$I=\frac{e^2}{h}\,T\,V .$$

### Noise

For noninteracting electrons Wick's theorem reduces the four-operator average to pairs. After the product of the means is subtracted, the remaining pairing joins the first operator to the fourth and the second to the third:

$$\langle a_\alpha^\dagger(1)a_\beta(2)a_\gamma^\dagger(3)a_\delta(4)\rangle_c
=\delta_{\alpha\delta}\delta_{\beta\gamma}\,\delta(E_1-E_4)\,\delta(E_2-E_3)\,
f_\alpha(E_1)\,[1-f_\beta(E_2)] .$$

The factor $f_\alpha$ requires an occupied state, and $1-f_\beta$ an empty one. Since the current is Hermitian, the two coefficients combine to $|A_{\alpha\beta}|^2$, and

$$\langle\delta I(\tau)\delta I(0)\rangle=\frac{e^2}{h^2}\iint dE\,dE'\,
e^{i(E-E')\tau/\hbar}\sum_{\alpha\beta}|A_{\alpha\beta}(E,E')|^2f_\alpha(E)[1-f_\beta(E')] .$$

The time integral of the exponential is $2\pi\hbar\,\delta(E-E')=h\,\delta(E-E')$, which removes one factor $1/h$. The opposite operator order is the same function at $-\tau$ and has the same integral. Therefore

$$S=\frac{2e^2}{h}\int dE\sum_{\alpha\beta}|A_{\alpha\beta}|^2f_\alpha(1-f_\beta).$$

Now take the zero-temperature occupations.

- Below the window both states are filled, so every factor $1-f_\beta$ is zero.
- Above the window both states are empty, so every factor $f_\alpha$ is zero.
- Inside the window $f_L=1$ and $f_R=0$. The terms $f_L(1-f_L)$, $f_R(1-f_R)$ and $f_R(1-f_L)$ vanish, and $f_L(1-f_R)=1$ remains.

The terms with $f_\alpha(1-f_\alpha)$ need partly filled states within one reservoir, so they are absent at every energy. The surviving term has weight $|A_{LR}|^2$ over a width $eV$:

$$S=\frac{2e^2}{h}\,eV\,T(1-T)=2e\,\frac{e^2V}{h}\,T(1-T).$$

Division by $2eI=2e(e^2/h)TV$ gives

$$\boxed{F=1-T}$$

Thus **$F=0.9$ for $T=0.1$, and $F=0.1$ for $T=0.9$**. Two equal spin channels would double both $S$ and $I$ and leave $F$ unchanged.

### Currents and noise at 1 mV

The conductance quantum per spin is $e^2/h=38.74\ \mu$S, and the attempt rate is $eV/h=2.418\times10^{11}\ \mathrm{s^{-1}}$. For $T=0.1$,

$$I=38.74\ \mu\mathrm S\times0.1\times1\ \mathrm{mV}=3.874\ \mathrm{nA}.$$

The Poisson value is $2eI=1.241\times10^{-27}\ \mathrm{A^2/Hz}$, and multiplication by $F=0.9$ gives $S=1.117\times10^{-27}\ \mathrm{A^2/Hz}$.

For $T=0.9$ the current is nine times larger, $I=34.87$ nA. The Poisson value is $1.117\times10^{-26}\ \mathrm{A^2/Hz}$, and multiplication by $F=0.1$ gives $S=1.117\times10^{-27}\ \mathrm{A^2/Hz}$.

Neither contact has the larger noise. The product $T(1-T)$ does not change when transmission and reflection are exchanged, so $S$ is equal at equal bias. The Fano factors differ ninefold because the currents do. A small $F$ therefore means little noise relative to the current, not necessarily little noise.

### Where the noise comes from

The first two moments have a simple counting interpretation. Let $n=1$ for a transmitted electron and $n=0$ for a reflected one. Since $n^2=n$, the mean is $T$ and the variance is $T-T^2=T(1-T)$. For a fixed number $M$ of independent attempts,

$$\langle N\rangle=MT,\qquad \operatorname{Var}N=MT(1-T).$$

With $M=eVt/h$ these reproduce the growth rates found above. The noise is partition noise: the outcome of each attempt is uncertain even though the supply of electrons is not.

The regular supply is essential. Suppose instead that $M$ fluctuated with Poisson statistics, $\operatorname{Var}M=\langle M\rangle$. The variance would be the average variance at fixed $M$ plus the variance of the conditional mean $MT$:

$$\operatorname{Var}N=\langle M\rangle T(1-T)+T^2\operatorname{Var}M=\langle M\rangle T .$$

This equals $\langle N\rangle$, so $F$ would be one at any transmission. The reduction to $1-T$ thus reflects the filled incoming states of the left reservoir, which the Pauli principle keeps free of number fluctuations at low frequency.

## Comparison of estimate and exact result

The estimate used $\min(T,R)$ where the exact noise has $TR$. Since $TR=\min(T,R)\max(T,R)$,

$$\frac{F_{\rm est}}{F}=\frac{\min(T,R)}{TR}=\frac1{\max(T,R)} .$$

For both contacts this ratio is $1/0.9\approx1.11$: the estimate is 11% above the exact value. It gives 1 instead of 0.9, and 0.11 instead of 0.1. The excess arises because a Poisson process allows several rare events in the time of one attempt, whereas each attempt can produce at most one. The estimate becomes exact as $T\to0$ or $T\to1$. It is worst at $T=1/2$, where it is too large by a factor of two.

## A check by direct time evolution

The result can be tested without a scattering formula for the noise. Take two chains of 300 sites with hopping energy $J$, each in its own ground state, with 231 electrons on the left and 69 on the right. Join them at time zero, evolve the many-electron state, and count the electrons on the right.

The state is a Slater determinant. If $G_{ij}$ is the overlap of occupied orbitals $i$ and $j$ restricted to the right chain, the right-hand electron number has mean $\sum_iG_{ii}$ and, by Wick's theorem, variance $\sum_iG_{ii}-\sum_{ij}|G_{ij}|^2$. The initial number on the right is sharp, so this is also the variance of the transferred number.

To test $F=1-T$ at a single value of $T$, the junction must transmit equally at all energies in the bias window. All site energies are zero before the chains are joined. At the moment of joining, the two end sites at the junction are given energies $-uJ$ and $+uJ$, and the link between them is given hopping $wJ$. With $z=e^{ik}$ the band energy is $E=-J(z+z^{-1})$. For a wave of unit amplitude from the left, the end-site amplitudes are $\psi_0=1+r$ and $\psi_1=tz$. The lattice equations at these sites become

$$(z^{-1}-u)\psi_0+z-z^{-1}=w\psi_1,\qquad (z^{-1}+u)\psi_1=w\psi_0 .$$

Eliminating $\psi_0$ gives

$$\psi_1\left(z^{-2}-u^2-w^2\right)=w\,(z^{-1}-z).$$

Choose $w=\sqrt T$ and $u=\sqrt{1-T}$, so that $u^2+w^2=1$. The left bracket is then $z^{-1}(z^{-1}-z)$, hence $\psi_1=wz$ and $t=w$. The transmission is $|t|^2=T$ at every energy in the band.

The fillings give a bias window of $2.993J$. Growth rates are fitted between times 30 and 110 in units of $\hbar/J$; the fit of the variance contains, besides the linear term, a logarithmic term whose origin is explained under zero bias below. The highest speed is two sites per time unit, so a signal from the junction needs about 300 time units to reach a far end and return. The results, in units of $J/\hbar$, are:

| $T$ | mean rate | variance rate | lattice $F$ |
|---|---|---|---|
| 0.1 | 0.04763 | 0.04288 | 0.9001 |
| 0.9 | 0.42870 | 0.04293 | 0.1001 |

The formulas predict mean rates of 0.04763 and 0.42871, and a variance rate of 0.04287 for both. With this fit the largest deviation is about 0.1% of the predicted variance rate. The last digits depend on the fit. For $T=0.9$, other time windows or a plain $\ln t$ term move the lattice $F$ between about 0.0998 and 0.1008, and dropping the logarithmic term gives 0.1027. For $T=0.1$ the value stays between 0.8999 and 0.9003. Agreement of the Fano factors within 0.005 was one of the test conditions. The numerical output below lists the full set of values.

## Limits of the result

### Zero bias

At $V=0$ both $I$ and $S$ vanish and $F$ is undefined. The variance still grows, but more slowly than linearly. At frequency $\omega$ an occupied state can be paired with an empty one a distance $\hbar\omega$ higher, and such pairs start from an energy range of width $\hbar\omega$. The noise spectrum is therefore proportional to $\omega$ at low frequency. Counting for a time $t$ weights the spectrum by $|\int_0^te^{i\omega t'}dt'|^2=4\sin^2(\omega t/2)/\omega^2$. For $\omega\gg1/t$ the integrand behaves on average as $1/\omega$, which gives a variance growing as $\ln t$.

The fits of the variance, with and without bias, include a logarithmic term adapted to the finite chains, and its coefficient is left free. At zero bias the remaining linear rates are $2\times10^{-6}$ and $2\times10^{-5}$ in units of $J/\hbar$ for $T=0.1$ and $0.9$, compared with 0.043 under bias. These small numbers are residuals of the fit. They change sign or grow severalfold with the time window, and with a plain $\ln t$ term they reach about $-5\times10^{-5}$ and $-4\times10^{-4}$. They show only that the linear rate is consistent with zero, about a hundred times or more below the biased rate.

### Energy-dependent transmission

If $T$ varies across the window, the energy integrals must be kept:

$$F=\frac{\int T(E)[1-T(E)]\,dE}{\int T(E)\,dE}
=1-\frac{\int T^2\,dE}{\int T\,dE}.$$

The transmission in $1-T$ is replaced by its average weighted with the current. An example is a plain weak link, $u=0$ and $w=0.5$. At the band centre $z=i$, and the equation for $\psi_1$ gives $|\psi_1|=2w/(1+w^2)=0.8$, so $T=0.64$. At the edges of the same bias window $T=0.439$. The integrals give $F=0.410$, and the time evolution gives the same value to this accuracy. The weighted transmission $1-F=0.590$ lies between the two quoted transmissions.

Independent channels add in the same way, with sums over channels in place of integrals. A wide contact whose channels all have small $T$ thus has $F$ near one in this model, even if its total conductance is large.

### Low but finite temperature

Let the temperature be $\Theta$. From $f(1-f)=-k_B\Theta\,df/dE$, each diagonal term integrates to $T^2k_B\Theta$, and there are two of them. For the off-diagonal terms, the Fermi functions obey $f_R(1-f_L)=e^{-eV/k_B\Theta}f_L(1-f_R)$, and the difference $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$ integrates to $eV$. Their sum therefore differs from $eV$ by exponentially small terms when $k_B\Theta\ll eV$. Thermal noise is negligible if

$$2T^2k_B\Theta\ll T(1-T)\,eV,
\qquad\text{or}\qquad
k_B\Theta\ll\frac{1-T}{2T}\,eV,$$

together with $k_B\Theta\ll eV$. For $T=0.9$ and $V=1$ mV the right side is $(0.1/1.8)\times1$ meV $\approx0.06$ meV. The open contact needs the lower temperature because the two contacts have equal partition noise, while the diagonal thermal terms, proportional to $T^2$, are 81 times larger for $T=0.9$ than for $T=0.1$ at the same temperature.

A static mean field can be included in the scattering matrix $s$. Interactions that correlate the electrons beyond such a field generally invalidate the use of Wick's theorem for free electrons, and a superconducting reservoir would add processes that convert electrons into holes. The derivation given here covers neither of these two cases.

## Computed results

```
Bias voltage: 1.000 mV
Attempt rate eV/h: 2.4180e+11 1/s
Conductance quantum per spin e^2/h: 38.7405 microsiemens
Lattice sites per lead: 300
Lattice electrons left, right: 231, 69
Lattice bias window: 2.99298 hopping energies
Fit times: 30 to 110 hbar/hopping
--- Transmission T = 0.1
Fano factor 1-T: 0.9000
Lattice Fano factor: 0.9001
Lattice mean rate: 0.04763 hopping/hbar
Formula mean rate: 0.04763 hopping/hbar
Lattice variance rate: 0.04288 hopping/hbar
Formula variance rate: 0.04287 hopping/hbar
Zero-bias variance rate: 2.4e-06 hopping/hbar
Current I: 3.8740 nA
Poisson noise 2eI: 1.2414e-27 A^2/Hz
Actual noise S: 1.1172e-27 A^2/Hz
--- Transmission T = 0.9
Fano factor 1-T: 0.1000
Lattice Fano factor: 0.1001
Lattice mean rate: 0.42870 hopping/hbar
Formula mean rate: 0.42871 hopping/hbar
Lattice variance rate: 0.04293 hopping/hbar
Formula variance rate: 0.04287 hopping/hbar
Zero-bias variance rate: 2.1e-05 hopping/hbar
Current I: 34.8664 nA
Poisson noise 2eI: 1.1172e-26 A^2/Hz
Actual noise S: 1.1172e-27 A^2/Hz
Current ratio, T=0.9 to T=0.1: 9.0000
Noise ratio, T=0.9 to T=0.1: 1.0000
--- Weak link with energy-dependent transmission
Link strength: 0.50 hopping energies
Transmission at band centre: 0.6400
Transmission at window edge: 0.4390
Fano factor from energy integrals: 0.4102
Lattice Fano factor: 0.4102
```
